# Skew Scattering and the Anomalous Hall Resistivity from Dilute Impurities

## I. From the impurity potential to an asymmetric rate

Electrons of charge $-e$ move in two dimensions in a sample of area $A$. Their band states $|\mathbf k\rangle$ have energies $E_k$, and they scatter elastically from a static, hermitian potential $V$. The rate from $\mathbf k$ to $\mathbf k'$ is written $w_{k'k}$, with the final state as the first index. Its symmetric and antisymmetric parts are

$$w^{s,a}_{k'k}=\tfrac12\,(w_{k'k}\pm w_{kk'}).$$

The term skew scattering here means $w^a\neq0$. The problem is to find where it comes from, and what it does to the resistivity when there is no magnetic field.

The scattering state that grows out of $|\mathbf k\rangle$ obeys $|\psi_k\rangle=|\mathbf k\rangle+GV|\psi_k\rangle$. Here $G=(E-H_0+i0)^{-1}$, where $H_0$ is the band Hamiltonian and $E=E_k$. The sign of $i0$ selects outgoing waves. Setting $T|\mathbf k\rangle=V|\psi_k\rangle$ and iterating gives $T=V+VGV+\dots$. The golden rule, with $V$ replaced by $T$, is the starting point:

$$w_{k'k}=\frac{2\pi}{\hbar}|T_{k'k}|^2\,\delta(E_{k'}-E_k).\tag{1}$$

### (a) Can skew scattering occur at second order in $V$?

**Solution.** At lowest order $T_{k'k}=V_{k'k}$, so the rate is proportional to $|V_{k'k}|^2$. Hermiticity gives $V_{kk'}=V_{k'k}^*$, hence $|V_{kk'}|^2=|V_{k'k}|^2$. The energy delta function is also unchanged when $\mathbf k$ and $\mathbf k'$ are exchanged. The second-order rate is therefore symmetric, whatever spin-orbit coupling or magnetization the band states contain. The matrix element may have a phase, but a single squared modulus cannot show it. A skew rate needs interference between two different paths from $\mathbf k$ to $\mathbf k'$.

### (b) Find the antisymmetric rate at third order.

**Solution.** The next path passes through an intermediate state $\mathbf q$:

$$T_{k'k}=V_{k'k}+\sum_q\frac{V_{k'q}V_{qk}}{E-E_q+i0}+\dots$$

The third-order part of $|T_{k'k}|^2$ is the cross term of the two paths. With $V_{k'k}^*=V_{kk'}$ it is

$$2\,\mathrm{Re}\sum_q\frac{X_q}{E-E_q+i0},\qquad X_q=V_{kk'}V_{k'q}V_{qk}.$$

Exchanging $\mathbf k$ and $\mathbf k'$ turns $X_q$ into $V_{k'k}V_{kq}V_{qk'}$. By hermiticity each factor is the conjugate of one factor of $X_q$, so the exchange sends $X_q$ to $X_q^*$. Thus $\mathrm{Re}\,X_q$ is symmetric and $\mathrm{Im}\,X_q$ is antisymmetric.

Now use $1/(x+i0)=\mathcal P(1/x)-i\pi\delta(x)$, where $\mathcal P$ denotes the principal value. The principal part is real and multiplies $2\,\mathrm{Re}\,X_q$, so it changes the symmetric rate alone. For the other part, $2\,\mathrm{Re}(-i\pi X_q)=2\pi\,\mathrm{Im}\,X_q$. Inserting this in (1) gives

$$w^{a}_{k'k}=\frac{(2\pi)^2}{\hbar}\sum_q\delta(E-E_q)\,\mathrm{Im}\,(V_{kk'}V_{k'q}V_{qk})\;\delta(E_{k'}-E_k).\tag{2}$$

Together with part (a), this shows that third order is the first order at which skew scattering can appear. The process is the interference of direct scattering with scattering through a real intermediate state, one that conserves energy. Two ingredients are needed: the factor $-i\pi$ from the outgoing wave, and a phase in the closed product of matrix elements. If all matrix elements can be made real by a choice of phases for the states, $X_q$ is real and (2) vanishes.

Equation (2) also conserves particles. In the sum of $w^a_{k'k}$ over $\mathbf k'$, the states $\mathbf k'$ and $\mathbf q$ both lie on the energy shell with equal weight. Exchanging their names conjugates the triple product and reverses its imaginary part, so

$$\sum_{k'}w^a_{k'k}=0.\tag{3}$$

Skew scattering redirects electrons without changing the total rate at which they leave a state.

### (c) Average over impurity positions.

Take identical point impurities, $V(\mathbf r)=\sum_iu_0\,\delta(\mathbf r-\mathbf R_i)$, that do not act on spin. Their positions are independent and uniform, and their concentration is $n_i$. The states are $e^{i\mathbf k\cdot\mathbf r}|u_k\rangle/\sqrt A$ with a two-component spinor $|u_k\rangle$.

**Solution.** The matrix element is

$$V_{k'k}=\frac{u_0}{A}\langle u_{k'}|u_k\rangle\sum_ie^{-i(\mathbf k'-\mathbf k)\cdot\mathbf R_i}.$$

The triple product contains a sum over impurities $i,j,l$ of

$$\exp\{-i[(\mathbf k-\mathbf k')\cdot\mathbf R_i+(\mathbf k'-\mathbf q)\cdot\mathbf R_j+(\mathbf q-\mathbf k)\cdot\mathbf R_l]\}.$$

A uniform average over one position gives zero unless the wavevector multiplying that position vanishes. Let $\mathbf k'\neq\mathbf k$.

- For $i=j=l$ the three wavevectors add to zero, and each of the $n_iA$ impurities contributes 1.
- For $i=j\neq l$ the average requires $\mathbf q=\mathbf k$, and for $i=l\neq j$ it requires $\mathbf q=\mathbf k'$. Then $X_q$ is $|V_{k'k}|^2$ times a diagonal element, which is real. These terms belong to the mean potential $n_iu_0$, which shifts all energies equally, and they give no skewness.
- For $j=l\neq i$ the average requires $\mathbf k'=\mathbf k$, which is excluded. Three different impurities require the same and also give zero.

Hence

$$\langle\mathrm{Im}\,X_q\rangle=\frac{n_iu_0^3}{A^2}\,\mathrm{Im}\,L,\qquad L=\langle u_k|u_{k'}\rangle\langle u_{k'}|u_q\rangle\langle u_q|u_k\rangle.\tag{4}$$

The same argument for two factors leaves $i=j$ and gives $\langle|V_{k'k}|^2\rangle=(n_iu_0^2/A)\,|\langle u_{k'}|u_k\rangle|^2$.

All three scatterings in (4) take place at one impurity. The skew rate measures the third moment of the impurity strength. If half of the impurities have strength $+u_0$ and half $-u_0$, at random, the second moment survives and the third cancels. A Gaussian random potential of zero mean has no third moment either. In both cases skewness can begin at fourth order at the earliest. For the Gaussian potential the fourth-order averages are products of two pair correlations. Impurities of random sign have such products too, with each pair proportional to $n_iu_0^2$, and in addition a fourth moment from single impurities, proportional to $n_iu_0^4$.

### (d) What is the phase of $L$, and how large is its average for a massive Dirac cone?

Take the single cone

$$H_0=\hbar v(k_x\sigma_x+k_y\sigma_y)+\Delta\sigma_z,$$

with the Fermi level in the upper band, $E_F>|\Delta|$. The operators $\sigma$ act on a pseudospin that may contain the true spin. The mass $\Delta$ breaks time-reversal symmetry within the cone.

**Solution.** The square of $H_0$ is $(\hbar vk)^2+\Delta^2$, so the upper band has $E=\sqrt{(\hbar vk)^2+\Delta^2}$. Its pseudospin points along

$$\mathbf n_k=(\sin\theta\cos\varphi,\ \sin\theta\sin\varphi,\ \cos\theta),\qquad\cos\theta=\frac{\Delta}{E},\quad\sin\theta=\frac{\hbar vk}{E},$$

where $\varphi$ is the direction of $\mathbf k$. The projector on the state is $P_k=\frac12(1+\mathbf n_k\cdot\boldsymbol\sigma)$, and $L=\mathrm{Tr}(P_kP_{k'}P_q)$. The Pauli matrices obey $(\mathbf a\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)=\mathbf a\cdot\mathbf b+i(\mathbf a\times\mathbf b)\cdot\boldsymbol\sigma$. In the trace the unit term gives 2, each pair gives twice a scalar product, and the triple term gives $2i$ times the triple product. Dividing by 8,

$$L=\tfrac14\left[1+\mathbf n_k\cdot\mathbf n_{k'}+\mathbf n_{k'}\cdot\mathbf n_q+\mathbf n_q\cdot\mathbf n_k+i\,\mathbf n_k\cdot(\mathbf n_{k'}\times\mathbf n_q)\right].\tag{5}$$

For three nearly parallel pseudospins the bracket's real part tends to 4, and the triple product tends to twice the area of the small spherical triangle. The phase of $L$ is then half the solid angle. A large triangle, with sides shorter than $\pi$, can be cut into small ones for two reasons. First, two loops that share a side contain that overlap together with its conjugate, a positive factor, so their phases add. Second, a point inserted on a side changes no phase: three vectors on one great-circle arc have zero triple product. If the inserted point divides the side into angles $x$ and $y$, with $x+y<\pi$, the real bracket is $4\cos\frac x2\cos\frac y2\cos\frac{x+y}2>0$. Therefore, modulo $2\pi$,

$$\arg L=\Omega/2,$$

where $\Omega$ is the solid angle of the triangle, counted positive when the order $\mathbf n_k,\mathbf n_{k'},\mathbf n_q$ is anticlockwise as seen from outside the sphere. This is the Berry phase of a pseudospin carried from $\mathbf n_k$ through $\mathbf n_q$ and $\mathbf n_{k'}$ back to $\mathbf n_k$, and it is the phase that part (b) requires.

For the rate, average over $\mathbf q$. The lower band has negative energy, so only upper-band states lie on the shell. Let $N$ be their number per area and energy. From $E\,dE=\hbar^2v^2k\,dk$ and the count $k\,dk/(2\pi)$,

$$N=\frac{E}{2\pi\hbar^2v^2}.$$

Averaging $\mathbf n_q$ over direction leaves $\cos\theta\,\hat{\mathbf z}$. With the scattering angle $\alpha=\varphi'-\varphi$,

$$\sum_q\delta(E-E_q)\,\mathrm{Im}\,L=\frac{AN}{4}\cos\theta\;\hat{\mathbf z}\cdot(\mathbf n_k\times\mathbf n_{k'})=\frac{AN}{4}\sin^2\theta\cos\theta\sin\alpha.\tag{6}$$

The first equality uses the cyclic property of the triple product. At $\Delta=0$ the pseudospins lie on the equator, a great circle, and all triple products vanish. At the band bottom $\theta\to0$ (for $\Delta>0$), the pseudospins become parallel and the triangle shrinks to a point. The average (6) vanishes in both limits and, for $\sin\alpha\neq0$, is nonzero for every tilt between them.

### (e) Assemble the rate.

**Solution.** Combining (2), (4) and (6),

$$w^a_{k'k}=\frac{4\pi^2}{\hbar}\,\frac{n_iu_0^3}{A^2}\,\frac{AN}{4}\sin^2\theta\cos\theta\sin\alpha\;\delta(E_{k'}-E_k).$$

For the second-order part, the overlap is $|\langle u_{k'}|u_k\rangle|^2=\mathrm{Tr}(P_{k'}P_k)=\frac12(1+\mathbf n_k\cdot\mathbf n_{k'})$, which equals $\frac12(1+\cos^2\theta+\sin^2\theta\cos\alpha)$.

It is convenient to write $w_{k'k}=W(\alpha)\,\delta(E_{k'}-E_k)/(AN)$. Since $\sum_{k'}$ is $AN\int dE'\int d\alpha/2\pi$, a sum over final states becomes $\int\frac{d\alpha}{2\pi}W(\alpha)$. To leading order in each part,

$$W(\alpha)=\frac{2\pi n_iN}{\hbar}\left[\frac{u_0^2}{2}(1+\cos^2\theta+\sin^2\theta\cos\alpha)+\frac{\pi Nu_0^3}{2}\sin^2\theta\cos\theta\sin\alpha\right].\tag{7}$$

The symmetric third-order term from the principal value is omitted, because it is a correction of relative order $u_0$ to a part that already exists at second order. The $\sin\alpha$ term has no second-order counterpart. For $u_0\Delta>0$ it makes deflection to the left, $0<\alpha<\pi$, more frequent than deflection to the right. Changing the sign of either $u_0$ or $\Delta$ reverses this preference.

## II. From the asymmetric rate to the Hall resistivity

The first half gives an elastic rate $w_{k'k}=W(\alpha)\,\delta(E_{k'}-E_k)/(AN)$ from $\mathbf k$ to $\mathbf k'$. Here $\alpha=\varphi'-\varphi$ is the scattering angle, $A$ the area and $N=E/(2\pi\hbar^2v^2)$ the density of states. For a Dirac cone with velocity $v$, mass $\Delta$ and $\cos\theta=\Delta/E$, $W$ is given by (7). Its symmetric part is of order $n_iu_0^2$ and its part in $\sin\alpha$ is of order $n_iu_0^3$, where $n_i$ is the concentration and $u_0$ the strength of the impurities. The carriers have charge $-e$. The electric field is written $\boldsymbol{\mathcal E}$, to keep it apart from the energy $E$.

### (f) Solve the Boltzmann equation in a weak, uniform electric field.

**Solution.** In the steady state

$$-\frac e\hbar\,\boldsymbol{\mathcal E}\cdot\nabla_kf_k=\sum_{k'}(w_{kk'}f_{k'}-w_{k'k}f_k).$$

No blocking factors $1-f$ appear: each electron evolves independently in a static potential, so the evolution is linear in the occupations. With zero field, a distribution $f_0(E)$ is stationary because the antisymmetric rate sums to zero, equation (3).

Write $f=f_0+g$ and keep terms linear in the field. Since $\nabla_kf_0=\hbar\mathbf v_kf_0'$, the left side becomes $-e\,\boldsymbol{\mathcal E}\cdot\mathbf v_k\,f_0'$. The band velocity is $\mathbf v_k=v_g(\cos\varphi,\sin\varphi)$, so

$$\boldsymbol{\mathcal E}\cdot\mathbf v_k=v_g\,\mathrm{Re}\left[(\mathcal E_x-i\mathcal E_y)e^{i\varphi}\right].$$

The drive contains only the first angular harmonic. By rotational symmetry the collision term does not mix harmonics, so try $g=\mathrm{Re}(Ce^{i\varphi})$ at each energy. In the in-scattering term the electron goes from $\mathbf k'$ to $\mathbf k$, and its scattering angle is $\beta=\varphi-\varphi'$. This order fixes the sign of the Hall effect. With $\varphi'=\varphi-\beta$, the collision term acting on $e^{i\varphi}$ is

$$\int\frac{d\beta}{2\pi}W(\beta)\left(e^{i(\varphi-\beta)}-e^{i\varphi}\right)=-\left(\frac1\tau+\frac i{\tau_\perp}\right)e^{i\varphi},$$

with the two rates

$$\frac1\tau=\int\frac{d\alpha}{2\pi}W(\alpha)(1-\cos\alpha),\qquad\frac1{\tau_\perp}=\int\frac{d\alpha}{2\pi}W(\alpha)\sin\alpha.\tag{8}$$

Here $1/\tau$ is the usual momentum relaxation rate. The quantity $1/\tau_\perp$ can have either sign and rotates the distribution without relaxing it, much as a magnetic field would. Equating the coefficients of $e^{i\varphi}$ gives

$$-ev_gf_0'(\mathcal E_x-i\mathcal E_y)=-\left(\frac1\tau+\frac i{\tau_\perp}\right)C,\qquad C=\frac{ev_gf_0'(\mathcal E_x-i\mathcal E_y)}{1/\tau+i/\tau_\perp}.\tag{9}$$

### (g) Find the resistivity tensor, defined by $\boldsymbol{\mathcal E}=\rho\,\mathbf j$.

**Solution.** The current density is $\mathbf j=-(e/A)\sum_k\mathbf v_kg_k$. In the combination $j_x-ij_y$ the velocity enters as $v_ge^{-i\varphi}$. With $g=\frac12(Ce^{i\varphi}+C^*e^{-i\varphi})$, the angular average of $e^{-i\varphi}g$ is $C/2$. Therefore

$$j_x-ij_y=-\frac e2\int dE\,N\,v_g\,C.$$

At zero temperature $f_0'=-\delta(E-E_F)$. Inserting (9), with all quantities now taken at the Fermi level,

$$j_x-ij_y=\frac{e^2Nv_g^2}{2}\;\frac{\mathcal E_x-i\mathcal E_y}{1/\tau+i/\tau_\perp}.$$

The resistivity follows by multiplication, without inverting a matrix. With $K=2/(e^2Nv_g^2)$,

$$\mathcal E_x-i\mathcal E_y=K\left(\frac1\tau+\frac i{\tau_\perp}\right)(j_x-ij_y)=K\left[\frac{j_x}\tau+\frac{j_y}{\tau_\perp}+i\left(\frac{j_x}{\tau_\perp}-\frac{j_y}\tau\right)\right].$$

The real part gives $\mathcal E_x=K(j_x/\tau+j_y/\tau_\perp)$. The imaginary part, with its sign reversed, gives $\mathcal E_y=K(-j_x/\tau_\perp+j_y/\tau)$. Hence

$$\rho_{xx}=\rho_{yy}=\frac K\tau,\qquad\rho_{xy}=-\rho_{yx}=\frac K{\tau_\perp},\qquad\boxed{\rho_{xy}=\frac\tau{\tau_\perp}\,\rho_{xx}}\tag{10}$$

Both rates are proportional to $n_i$, so their ratio does not depend on it. If the concentration of one kind of impurity is varied at fixed Fermi energy, measured from the band as shifted by the mean potential $n_iu_0$, then $\rho_{xy}$ is proportional to $\rho_{xx}$. Equation (10) did not assume that $1/\tau_\perp$ is small.

The sign can be followed in space. Let electrons drift along $+x$, so that $j_x<0$, and let $1/\tau_\perp>0$, which deflects them towards $+y$. With no current allowed along $y$, negative charge collects at the $+y$ edge, and the field between the edges points towards it, $\mathcal E_y>0$. This agrees with $\mathcal E_y=-Kj_x/\tau_\perp$.

### (h) Evaluate both resistivities for the Dirac cone, to leading order in $u_0$.

**Solution.** Insert (7) into (8). The angular averages of $\cos^2\alpha$ and $\sin^2\alpha$ are $\frac12$, and those of $\sin\alpha$, $\cos\alpha$ and $\sin\alpha\cos\alpha$ vanish. For the relaxation rate,

$$\frac1\tau=\frac{2\pi n_iN}\hbar\,\frac{u_0^2}2\left(1+\cos^2\theta-\tfrac12\sin^2\theta\right)=\frac{\pi n_iNu_0^2}{2\hbar}(1+3\cos^2\theta),$$

because the bracket equals $\frac12(1+3\cos^2\theta)$. For the skew rate,

$$\frac1{\tau_\perp}=\frac{2\pi n_iN}\hbar\,\frac{\pi Nu_0^3}{2}\,\frac{\sin^2\theta\cos\theta}{2}=\frac{\pi^2n_iN^2u_0^3}{2\hbar}\sin^2\theta\cos\theta.$$

The group velocity is $v_g=\hbar^{-1}dE/dk=\hbar v^2k/E=v\sin\theta$, so $K=2/(e^2Nv^2\sin^2\theta)$. The density of states cancels in the product $K/\tau$:

$$\rho_{xx}=\frac\hbar{e^2}\,\frac{\pi n_iu_0^2}{(\hbar v)^2}\,\frac{1+3\cos^2\theta}{\sin^2\theta},\qquad\frac{\rho_{xy}}{\rho_{xx}}=\pi Nu_0\,\frac{\sin^2\theta\cos\theta}{1+3\cos^2\theta}.\tag{11}$$

The ratio is of first order in $u_0$: one more scattering costs one more factor $Nu_0$. It vanishes for $\Delta=0$ and at the band bottom, as the triangle of pseudospins in part (d) requires.

It is also odd in $\Delta$. If $\boldsymbol\sigma$ is a true spin, time reversal reverses both $\mathbf k$ and $\boldsymbol\sigma$, and so turns the cone into one with mass $-\Delta$. If $\boldsymbol\sigma$ refers to two real orbitals, time reversal gives $H_0^*(-\mathbf k)=\hbar v(-k_x\sigma_x+k_y\sigma_y)+\Delta\sigma_z$. A rotation of the pseudospin by $\pi$ about its $y$ axis reverses $\sigma_x$ and $\sigma_z$, and the result is again a cone with mass $-\Delta$. If a material holds both cones with equal filling and no scattering between them, their Hall conductivities cancel. A net effect needs time-reversal symmetry to be broken in the material as a whole.

### (i) Under which conditions does the proportionality hold?

**Solution.** *Stronger impurities.* Weak scattering is not needed for the ratio to be independent of $n_i$. For one impurity the repeated scatterings sum to the matrix $t=u_0(1-u_0g_0)^{-1}$, where $g_0$ is the Green function at the impurity site. Since $H_0^2=E_q^2$,

$$g_0=\int\frac{d^2q}{(2\pi)^2}\,\frac{E+H_0}{(E+i0)^2-E_q^2}=\int\frac{d^2q}{(2\pi)^2}\,\frac{E+\Delta\sigma_z}{(E+i0)^2-E_q^2}.$$

The angular integral has removed $\sigma_x$ and $\sigma_y$, so $t$ is diagonal, with elements $t_\uparrow$ and $t_\downarrow$. With the spinor $(\cos\frac\theta2,\ \sin\frac\theta2\,e^{i\varphi})$,

$$\langle u_{k'}|t|u_k\rangle=t_\uparrow\cos^2\tfrac\theta2+t_\downarrow\sin^2\tfrac\theta2\,e^{-i\alpha}.$$

The rate still depends on $\alpha$ alone. If dilute impurities scatter independently, it is $n_i$ times a function of $u_0$, and (10) applies with a ratio that contains all orders in $u_0$. The integral for $g_0$ diverges logarithmically at large $q$, so a point impurity needs a momentum cutoff beyond leading order. The leading results (11) do not depend on it.

*Varying the strength.* If $u_0$ changes at fixed $n_i$, (11) gives $\rho_{xx}\propto u_0^2$ and $\rho_{xy}\propto u_0^3$. At weak coupling $|\rho_{xy}|\propto\rho_{xx}^{3/2}$, which is not a proportionality. Impurities that also change the carrier density alter $N$ and $\theta$, and with them the ratio.

*Several scatterers.* For independent mechanisms the rates add. A second mechanism that relaxes the first harmonic at a rate $1/\tau_2$ without skewness raises $\rho_{xx}$ to $K(1/\tau+1/\tau_2)$ and leaves $\rho_{xy}=K/\tau_\perp$ unchanged. Data taken by varying $1/\tau_2$ would show no proportionality. At nonzero temperature the current is moreover an average over energies. Equation (10) holds as it stands if $\tau$, $\tau_\perp$ and $Nv_g^2$ vary little over the thermal width. Otherwise thermal averaging can change the value of $\rho_{xy}/\rho_{xx}$. If both rates are proportional to $n_i$ at every energy, the ratio is still independent of $n_i$ at fixed temperature and chemical potential, the latter again measured from the shifted band.

*Other Hall currents.* The calculation uses the band velocity and the rate alone. It leaves out the anomalous velocity caused by the Berry curvature of the band, and the sideways displacement of an electron during a collision. The first adds a Hall conductivity fixed by the band structure. The second is a displacement per collision, times a collision rate proportional to $n_i$, times a shift of the distribution proportional to $1/n_i$. Both are independent of $n_i$ at leading order, and so is the skewness of Gaussian type in part (c), whose rate is proportional to $n_i^2$. Call their sum $\sigma_0$. Inverting the tensor (10) gives the skew part

$$\sigma_{xy}=-\frac{\rho_{xy}}{\rho_{xx}^2+\rho_{xy}^2},\tag{12}$$

which grows as $1/n_i$. For a small Hall angle the total is then $\rho_{xy}\simeq(\tau/\tau_\perp)\rho_{xx}-\sigma_0\rho_{xx}^2$. The linear term wins at low concentration, provided that scattering from single impurities, averaged over their strengths, gives a nonzero $1/\tau_\perp$.

### (j) Evaluate a numerical example.

Take $\hbar v=0.5$ eV nm, $\Delta=0.05$ eV, $E_F=0.1$ eV, $u_0=0.1$ eV nm² and $n_i=0.01$ nm⁻². These are round model parameters and stand for no particular material.

**Solution.** The tilt follows from $\cos\theta=0.05/0.1=0.5$, so $\sin^2\theta=0.75$ and $1+3\cos^2\theta=1.75$. The density of states is $N=0.1/(2\pi\times0.25)=0.0637$ eV⁻¹ nm⁻², and the coupling is $\pi Nu_0=0.0200$. From (11),

$$\frac{\rho_{xy}}{\rho_{xx}}=0.0200\times\frac{0.75\times0.5}{1.75}=0.00429.$$

With $\hbar/e^2=4108$ Ω,

$$\rho_{xx}=4108\ \Omega\times\frac{\pi\times0.01\times0.1^2}{0.5^2}\times\frac{1.75}{0.75}=12.05\ \Omega,\qquad\rho_{xy}=0.0516\ \Omega.$$

The momentum relaxation rate, as an energy, is $\hbar/\tau=\frac\pi2\times0.01\times0.0637\times0.1^2\times1.75$ eV $=17.5$ μeV, while $\hbar/\tau_\perp=0.075$ μeV. The Fermi wavevector is $k_F=\sqrt{0.1^2-0.05^2}/0.5=0.173$ nm⁻¹. With the mean free path $\ell=v_g\tau$,

$$k_F\ell=\frac{\hbar v_gk_F}{\hbar/\tau}=\frac{0.866\times0.5\times0.173\ \text{eV}}{17.5\ \mu\text{eV}}\approx4300.$$

The semiclassical condition $k_F\ell\gg1$ is well satisfied. By (12) the skew part of the Hall conductivity has magnitude $9.2\,e^2/h$ and is negative. The contribution $\sigma_0$ is not contained in this number and has to be added. It is not negligible here. The Berry-curvature term alone is $-\tfrac12\cos\theta\,e^2/h=-0.25\,e^2/h$. A Kubo ladder sum without crossed impurity lines gives $\sigma_0\approx-0.82\,e^2/h$, about 9 % of the skew part. Crossed lines enter at the same order in $n_i$ and are not included in that estimate.

To go beyond leading order, $g_0$ was integrated numerically with the cutoff $\hbar vq=1$ eV. The Boltzmann equation was then solved as a matrix equation for 48 directions on the Fermi circle, with the rates of the full matrix $t$. The table gives the skew part alone, without $\sigma_0$:

| $n_i$ (nm⁻²) | $\rho_{xx}$ (Ω) | $\rho_{xy}$ (Ω) | $\rho_{xy}/\rho_{xx}$ |
|---|---|---|---|
| 0.005 | 5.74 | 0.0243 | 0.00423 |
| 0.010 | 11.48 | 0.0485 | 0.00423 |
| 0.020 | 22.95 | 0.0971 | 0.00423 |

Relative to the leading formulas, $\rho_{xx}$ is lower by 4.7 %, $\rho_{xy}$ by 6.0 % and their ratio by 1.3 %. These corrections belong to the chosen cutoff: they are 3.4 %, 4.3 % and 0.95 % for a cutoff of 0.5 eV, and 6.0 %, 7.6 % and 1.7 % for 2 eV. They change the slope of the skew part of $\rho_{xy}$ against $\rho_{xx}$. The last column is constant because $n_i$ enters the rates only as a prefactor. The total Hall resistivity is not proportional to $\rho_{xx}$ over this range: with $\sigma_0\approx-0.82\,e^2/h$ the ratio would be about 0.0044, 0.0046 and 0.0050 for the three rows, and it tends to 0.00423 only as $n_i\to0$.

The same numerical solution shows the different law for a varying strength. Between $u_0=0.005$ and $0.01$ eV nm², $\rho_{xx}$ grows as the power 1.9965 of $u_0$ and $\rho_{xy}$ as the power 2.9955, close to the 2 and 3 of the leading formulas.
